# The Dingle Factor from Lorentzian-Broadened Landau Levels: verification in Python

```python
# Result under test: equally spaced Landau levels, each a Lorentzian of half
# width at half maximum Gamma = hbar/(2 tau_q), give a density of states whose
# first harmonic is -2 exp(-pi/(omega_c tau_q)) cos(2 pi E/(hbar omega_c)),
# relative to the zero-field value.
# Symbols: x = E/(hbar omega_c), gamma = Gamma/(hbar omega_c),
# omega_c = e B/m, tau_q = population lifetime of a state.
# Energies are in meV and lengths in nm unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import digamma

PI = np.pi


def level_sum(energy, levels, half_width):
    """Sum of unit-area Lorentzians centred on the given levels."""
    distance = np.asarray(energy)[:, None] - levels[None, :]
    return (half_width / PI / (distance**2 + half_width**2)).sum(axis=1)


def harmonic(phase, signal, order=1):
    """Complex Fourier coefficient over one period; a pure cosine gives 1."""
    return 2 * np.mean(signal * np.exp(-2j * PI * order * phase))


def comb_closed(x, gamma):
    return np.sinh(2*PI*gamma) / (np.cosh(2*PI*gamma) + np.cos(2*PI*x))


def missing_levels(x, gamma):
    return -np.imag(digamma(0.5 + x - 1j * gamma)) / PI


offsets = (np.arange(128) + 0.5) / 128 - 0.5     # one period, midpoint grid
long_ladder = np.arange(10000) + 0.5             # symmetric about x = 5000
far_window = 5000 + offsets

# --- Line shape from amplitude decay, and its Fourier transform -------------
for tau, energy in [(0.7, 0.4), (1.6, 1.1)]:     # units with hbar = 1
    width = 1 / (2 * tau)
    from_decay = quad(lambda t: np.exp(-t / (2*tau)) / PI, 0, np.inf,
                      weight='cos', wvar=energy)[0]
    assert abs(from_decay - width/PI/(energy**2 + width**2)) < 1e-7
    transform = 2 * quad(lambda e: width/PI/(e*e + width**2), 0, np.inf,
                         weight='cos', wvar=2*PI)[0]
    assert abs(transform - np.exp(-2*PI*width)) < 1e-6

# --- Ladder with a bottom: explicit sum against closed form and series ------
half_ladder = np.arange(100000) + 0.5
x_test = np.linspace(0.3, 6.0, 21)
for gamma in (0.1, 0.3, 0.8):
    explicit = level_sum(x_test, half_ladder, gamma)
    formula = comb_closed(x_test, gamma) - missing_levels(x_test, gamma)
    # levels cut off at the top contribute about gamma/(pi 1e5)
    assert np.max(abs(explicit - formula)) < 5e-6
    series = 1 + sum(2*(-1)**s*np.exp(-2*PI*s*gamma)*np.cos(2*PI*s*x_test)
                     for s in range(1, 80))
    assert np.max(abs(explicit + missing_levels(x_test, gamma)
                      - series)) < 5e-6
assert abs(missing_levels(50.0, 0.3) / (0.3/(PI*50)) - 1) < 1e-3

# --- Dingle factor from explicit level sums ---------------------------------
for omega_tau in (0.4, 0.7, 1.0, 2.0, 5.0):
    signal = level_sum(far_window, long_ladder, 1 / (2*omega_tau))
    first = harmonic(far_window, signal)
    assert abs(first / (-2*np.exp(-PI/omega_tau)) - 1) < 2e-3

# --- Example: gated InSb electron layer, rough typical parameters -----------
density_cm2 = 2e11
mass_ratio = 0.02          # mass at the Fermi level
edge_mass_ratio = 0.014    # mass at the band edge
gap = 230.0                # meV
g_factor = -35.0
rashba = 10.0              # meV nm
tau_q = 0.2e-12            # s
field = 1.0                # T
temperature = 4.0          # K
density_spread = 0.02      # relative, root mean square
mass = mass_ratio * const.m_e
boltzmann = const.k / const.e * 1e3
bohr_magneton = const.physical_constants['Bohr magneton'][0] / const.e * 1e3


def spacing_at(b):
    return const.hbar * b / mass * 1e3


spacing = spacing_at(field)
half_width = const.hbar / (2*tau_q) / const.e * 1e3
gamma = half_width / spacing
omega_tau = const.e * field * tau_q / mass
dingle = np.exp(-PI / omega_tau)
g0 = mass / (PI * const.hbar**2) * const.e * 1e-3 * 1e-4   # 1/(cm2 meV)
fermi = density_cm2 / g0
x_fermi = fermi / spacing
dingle_temperature = const.hbar / (2*PI*const.k*tau_q)
quantum_mobility = const.e * tau_q / mass * 1e4

term1 = -2*dingle*np.cos(2*PI*x_fermi)
term2 = 2*dingle**2*np.cos(4*PI*x_fermi)
edge_term = -missing_levels(x_fermi, gamma)
direct = level_sum([x_fermi], half_ladder, gamma)[0]
higher_terms = direct - (1 + term1 + term2 + edge_term)
assert abs(higher_terms) < 2.5 * dingle**3
extremes = level_sum([5000.5, 5000.0], long_ladder, gamma)
assert abs(extremes[0] - 1/np.tanh(PI*gamma)) < 1e-3
assert abs(extremes[1] - np.tanh(PI*gamma)) < 1e-3

# Dingle plot made from explicit level sums
fields = np.array([0.5, 0.7, 1.0, 1.5, 2.0])
amplitudes = np.array([
    abs(harmonic(far_window, level_sum(far_window, long_ladder,
                                       half_width / spacing_at(b))))
    for b in fields])
slope, intercept = np.polyfit(1/fields, np.log(amplitudes), 1)
tau_recovered = -PI * mass / (const.e * slope)
assert abs(tau_recovered/tau_q - 1) < 2e-3
assert abs(np.exp(intercept) - 2) < 0.01

# --- Self-consistent Born approximation, short-range scatterers -------------
eta = 0.01                 # small imaginary energy, removed exactly below
x_born = np.arange(512) / 512 - 0.5
z_born = x_born + 1j * eta
sigma = np.full(512, -1j * gamma)
for _ in range(4000):
    sigma = -gamma * np.tan(PI * (z_born - sigma))
assert np.max(abs(sigma + gamma*np.tan(PI*(z_born - sigma)))) < 1e-9
centred_ladder = np.arange(-5000, 5000) + 0.5
for i in (30, 200, 256, 400):
    lattice = gamma/PI*np.sum(1/(z_born[i] - sigma[i] - centred_ladder))
    assert abs(lattice - sigma[i]) < 1e-3
dos_born = -sigma.imag / gamma
born1 = harmonic(x_born, dos_born, 1).real * np.exp(2*PI*eta)
born2 = harmonic(x_born, dos_born, 2).real * np.exp(4*PI*eta)
assert abs(born1 + 2*dingle) < 1e-6
assert abs(born2 - 2*dingle**2*(1 - 4*PI*gamma)) < 1e-6

# --- Neglected effects ------------------------------------------------------
# bottom edge of the ladder, one period around the Fermi energy
near_window = x_fermi + offsets
edge_amplitude = abs(harmonic(
    near_window, level_sum(near_window, half_ladder[:2000], gamma)))
assert abs(edge_amplitude/(2*dingle) - 1) < 0.03

# nonparabolic two-band dispersion: e(1 + e/gap) is linear in level number
mass_gain = mass_ratio / edge_mass_ratio
edge_spacing = spacing * mass_gain
local_fermi = gap/2 * (mass_gain - 1)
kane_bottom = local_fermi*(1 + local_fermi/gap) - fermi*mass_gain
assert kane_bottom > 0


def kane_energy(k):
    return gap/2 * (np.sqrt(1 + 4*k/gap) - 1)


kane_levels = kane_energy(kane_bottom + edge_spacing*(np.arange(100) + 0.5))
kane_grid = kane_energy(kane_bottom + edge_spacing*near_window)
kane_signal = (level_sum(kane_grid, kane_levels, half_width)
               * edge_spacing / (1 + 2*kane_grid/gap))
kane_amplitude = abs(harmonic(near_window, kane_signal))
edge_mass_amplitude = 2*np.exp(-PI/(omega_tau*mass_gain))
assert abs(kane_amplitude/(2*dingle) - 1) < 0.05
assert abs(kane_amplitude/edge_mass_amplitude - 1) > 0.2

# Zeeman splitting: two displaced ladders
zeeman_shift = g_factor * mass_ratio / 2          # in level spacings
split = np.concatenate([long_ladder + zeeman_shift/2,
                        long_ladder - zeeman_shift/2])
zeeman_amplitude = abs(harmonic(
    far_window, level_sum(far_window, split, gamma) / 2))
zeeman_factor = abs(np.cos(PI * zeeman_shift))
assert abs(zeeman_amplitude/(2*dingle*zeeman_factor) - 1) < 2e-3


# Rashba coupling alpha (sigma_x k_y - sigma_y k_x) together with Zeeman
def spin_orbit_levels(b, alpha, count):
    w = spacing_at(b)
    length2 = const.hbar / (const.e * b) * 1e18
    gap0 = w - g_factor * bohr_magneton * b
    n = np.arange(1, count)
    root = np.sqrt(gap0**2 + 8*alpha**2*n/length2)
    return np.concatenate([[gap0/2], w*n + root/2, w*n - root/2])


size = 60
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
length = np.sqrt(const.hbar / (const.e * field)) * 1e9
k_x = (lower + lower.T) / (np.sqrt(2)*length)
k_y = 1j * (lower - lower.T) / (np.sqrt(2)*length)
s_x = np.array([[0, 1], [1, 0]])
s_y = np.array([[0, -1j], [1j, 0]])
s_z = np.diag([1, -1])
hamiltonian = (np.kron(np.eye(2), spacing*np.diag(np.arange(size) + 0.5))
               + g_factor*bohr_magneton*field/2*np.kron(s_z, np.eye(size))
               + rashba*(np.kron(s_x, k_y) - np.kron(s_y, k_x)))
matrix_levels = np.linalg.eigvalsh(hamiltonian)[:20]
formula_levels = np.sort(spin_orbit_levels(field, rashba, size))[:20]
assert np.max(abs(matrix_levels - formula_levels)) < 1e-8


def spin_amplitude(b, alpha):
    w = spacing_at(b)
    phase = fermi/w + offsets
    signal = level_sum(phase*w, spin_orbit_levels(b, alpha, 1000),
                       half_width) * w / 2
    return abs(harmonic(phase, signal))


k_fermi = np.sqrt(2*PI*density_cm2*1e-14)
rashba_splitting = 2*rashba*k_fermi
low_field = 0.7
rashba_amp = {b: spin_amplitude(b, rashba) for b in (low_field, field)}
plain_amp = {b: spin_amplitude(b, 0.0) for b in (low_field, field)}
total_split = np.hypot(spacing - g_factor*bohr_magneton*field,
                       rashba_splitting)
# one period holds only a few levels, so agreement is to about 0.01
assert abs(rashba_amp[field]
           - 2*dingle*abs(np.cos(PI*total_split/spacing))) < 0.01
assert (rashba_amp[low_field]/plain_amp[low_field]
        < rashba_amp[field]/plain_amp[field] < 1)


# thermal averaging with minus the derivative of the Fermi function
def thermal_factor(t):
    arg = 2*PI**2*boltzmann*t/spacing
    return arg / np.sinh(arg)


for t in (2.0, 4.0, 10.0):
    averaged = quad(lambda u: np.cos(2*PI*u*boltzmann*t/spacing)
                    / (4*np.cosh(u/2)**2), -40, 40, limit=200)[0]
    assert abs(averaged - thermal_factor(t)) < 1e-7

# Gaussian density spread shifts the phase from place to place
phase_spread = 2*PI*x_fermi*density_spread
spread_factor = quad(lambda u: np.cos(phase_spread*u)*np.exp(-u*u/2)
                     / np.sqrt(2*PI), -10, 10)[0]
assert abs(spread_factor - np.exp(-phase_spread**2/2)) < 1e-8

# Fermi-energy motion at fixed density, from the integrated level sum
filled = (0.5 + np.arctan((far_window[:, None] - long_ladder)/gamma)
          / PI).sum(axis=1)
ripple = filled - far_window
fermi_motion = (ripple.max() - ripple.min()) / 2 * spacing
assert abs(fermi_motion/(dingle*spacing/PI) - 1) < 0.1

# --- Output -----------------------------------------------------------------
print("Gated InSb electron layer, rough typical parameters")
print(f"density = {density_cm2:.1e} cm^-2")
print(f"Fermi-level mass = {mass_ratio} m_e")
print(f"tau_q = {tau_q*1e12:.2f} ps, B = {field:.1f} T")
print(f"quantum mobility = {quantum_mobility:.0f} cm2/Vs")
print(f"level spacing = {spacing:.3f} meV")
print(f"half width Gamma = {half_width:.3f} meV")
print(f"gamma = Gamma/spacing = {gamma:.4f}")
print(f"omega_c tau_q = {omega_tau:.4f}")
print(f"exponent pi/(omega_c tau_q) = {PI/omega_tau:.4f}")
print(f"Dingle factor = {dingle:.4f}")
print(f"first-harmonic amplitude = {2*dingle:.4f} of g0")
print(f"Dingle temperature = {dingle_temperature:.2f} K")
print(f"g0 = {g0:.3e} cm^-2 meV^-1")
print(f"Fermi energy = {fermi:.2f} meV, x_F = {x_fermi:.4f}")
print(f"g/g0 maximum = {extremes[0]:.4f}, minimum = {extremes[1]:.4f}")
print("Density of states at the Fermi energy, in g0:")
print(f"  first harmonic = {term1:+.4f}")
print(f"  second harmonic = {term2:+.4f}")
print(f"  missing levels = {edge_term:+.4f}")
print(f"  higher harmonics = {higher_terms:+.4f}")
print(f"  explicit level sum = {direct:.4f}")
print("Dingle plot, amplitudes from explicit level sums:")
for b, amplitude in zip(fields, amplitudes):
    print(f"  B = {b:.1f} T: amplitude = {amplitude:.5f} of g0")
print(f"  tau_q from slope = {tau_recovered*1e12:.4f} ps")
print(f"  amplitude at 1/B = 0: {np.exp(intercept):.4f}")
print("Self-consistent Born approximation, B = 1 T:")
print(f"  first harmonic = {born1:+.4f}, second = {born2:+.4f}")
print(f"  Lorentzian: {-2*dingle:+.4f}, second = {2*dingle**2:+.4f}")
print("Neglected effects (B = 1 T unless stated):")
print(f"  amplitude with bottom edge = {edge_amplitude:.4f}")
print(f"  band gap = {gap:.0f} meV, edge mass = {edge_mass_ratio} m_e")
print(f"  nonparabolic amplitude = {kane_amplitude:.4f}")
print(f"  formula with band-edge mass = {edge_mass_amplitude:.4f}")
print(f"  g factor = {g_factor:.0f}, Zeeman factor = {zeeman_factor:.4f}")
print(f"  amplitude with Zeeman = {zeeman_amplitude:.4f}")
print(f"  Rashba coefficient = {rashba:.0f} meV nm")
print(f"  zero-field Rashba splitting = {rashba_splitting:.2f} meV")
for b in (low_field, field):
    print(f"  B = {b:.1f} T, Zeeman only: {plain_amp[b]:.4f}")
    print(f"  B = {b:.1f} T, Zeeman + Rashba: {rashba_amp[b]:.4f}")
print(f"  thermal factor at {temperature:.0f} K = "
      f"{thermal_factor(temperature):.4f}")
print(f"  thermal factor at 77 K = {thermal_factor(77.0):.1e}")
print(f"  density spread {100*density_spread:.0f} %: "
      f"factor = {spread_factor:.4f}")
print(f"  Fermi-energy motion = +/-{fermi_motion:.3f} meV")
print("verified")
```

Running it gives:

```
Gated InSb electron layer, rough typical parameters
density = 2.0e+11 cm^-2
Fermi-level mass = 0.02 m_e
tau_q = 0.20 ps, B = 1.0 T
quantum mobility = 17588 cm2/Vs
level spacing = 5.788 meV
half width Gamma = 1.646 meV
gamma = Gamma/spacing = 0.2843
omega_c tau_q = 1.7588
exponent pi/(omega_c tau_q) = 1.7862
Dingle factor = 0.1676
first-harmonic amplitude = 0.3352 of g0
Dingle temperature = 6.08 K
g0 = 8.355e+09 cm^-2 meV^-1
Fermi energy = 23.94 meV, x_F = 4.1357
g/g0 maximum = 1.4026, minimum = 0.7129
Density of states at the Fermi energy, in g0:
  first harmonic = -0.2206
  second harmonic = -0.0075
  missing levels = -0.0217
  higher harmonics = +0.0065
  explicit level sum = 0.7566
Dingle plot, amplitudes from explicit level sums:
  B = 0.5 T: amplitude = 0.05618 of g0
  B = 0.7 T: amplitude = 0.15590 of g0
  B = 1.0 T: amplitude = 0.33519 of g0
  B = 1.5 T: amplitude = 0.60796 of g0
  B = 2.0 T: amplitude = 0.81877 of g0
  tau_q from slope = 0.2000 ps
  amplitude at 1/B = 0: 2.0000
Self-consistent Born approximation, B = 1 T:
  first harmonic = -0.3352, second = -0.1445
  Lorentzian: -0.3352, second = +0.0562
Neglected effects (B = 1 T unless stated):
  amplitude with bottom edge = 0.3364
  band gap = 230 meV, edge mass = 0.014 m_e
  nonparabolic amplitude = 0.3332
  formula with band-edge mass = 0.5728
  g factor = -35, Zeeman factor = 0.4540
  amplitude with Zeeman = 0.1522
  Rashba coefficient = 10 meV nm
  zero-field Rashba splitting = 2.24 meV
  B = 0.7 T, Zeeman only: 0.0701
  B = 0.7 T, Zeeman + Rashba: 0.0200
  B = 1.0 T, Zeeman only: 0.1534
  B = 1.0 T, Zeeman + Rashba: 0.0989
  thermal factor at 4 K = 0.8021
  thermal factor at 77 K = 6.7e-09
  density spread 2 %: factor = 0.8737
  Fermi-energy motion = +/-0.310 meV
verified
```
